# Why the reversed tangential force draws a climbing image to a saddle

In the classical picture of a thermally activated hop, an atom moving between two sites in a solid crosses the energy barrier near a first-order saddle of the potential energy, and the height of that saddle above the starting minimum largely sets the activation energy. If an image of the system is released near the saddle and follows the physical force, it slides down one side or the other. If it belongs to an elastic band in which springs alone control the motion along the path, it does not slide, but nothing brings it to the top either. It stops where the springs balance, and an image on the minimum-energy path beside its highest saddle gives too low a barrier. The climbing image cures this by reversing the part of the physical force that lies along the path. We need to know why this turns an unstable point into an attractive one, and how accurately the path direction must be known.

Let \(V(\mathbf x)\) be the potential energy in \(n\) Cartesian coordinates, twice continuously differentiable, with gradient \(\mathbf g=\nabla V\). At the saddle \(\mathbf x^*\) the gradient vanishes, and the Hessian \(H\) has orthonormal eigenvectors \(\mathbf v_i\) with eigenvalues

\[
\lambda_1<0<\lambda_2\le\dots\le\lambda_n .
\]

No eigenvalue is zero, so rigid translations of the whole system, if it has any, are taken to have been removed. The images move by overdamped relaxation, \(d\mathbf x/dt=\mathbf F\), with the same mobility, set to one, for every coordinate. This is a search procedure and not the real motion of the atoms. With energies in eV and lengths in Å, relaxation rates then have the unit eV/Å\(^2\).

Under the physical force \(\mathbf F=-\mathbf g\), a small displacement \(\boldsymbol\delta=\mathbf x-\mathbf x^*\) obeys \(\dot{\boldsymbol\delta}=-H\boldsymbol\delta\), because \(\mathbf g=H\boldsymbol\delta\) to first order. Its component \(q_i=\mathbf v_i\cdot\boldsymbol\delta\) follows \(\dot q_i=-\lambda_i q_i\), so that

\[
q_i(t)=q_i(0)\,e^{-\lambda_i t}.
\]

All components decay except \(q_1\), which grows as \(e^{|\lambda_1|t}\). One sign has to be changed.

Let \(\boldsymbol\tau\) be the unit tangent of the path at the image. The physical force splits into a part along the tangent, \(-(\mathbf g\cdot\boldsymbol\tau)\boldsymbol\tau\), and a normal part, \(-\mathbf g+(\mathbf g\cdot\boldsymbol\tau)\boldsymbol\tau\). Keeping the normal part and reversing the tangential one gives

\[
\mathbf F=-\mathbf g+2(\mathbf g\cdot\boldsymbol\tau)\boldsymbol\tau=-R\,\mathbf g,
\qquad R=I-2\boldsymbol\tau\boldsymbol\tau^{T}.
\]

No spring force acts on this image. The matrix \(R\) is a reflection: it sends \(\boldsymbol\tau\) to \(-\boldsymbol\tau\) and leaves every perpendicular vector alone. Hence \(R^2=I\) and \(\det R=-1\). Since \(R\) is invertible, \(\mathbf F=0\) holds if and only if \(\mathbf g=0\). The reversal neither creates nor removes stationary points; it changes their stability.

The tangent is computed from neighbouring images, so it changes as the band moves. Suppose that it does so smoothly. For any coordinate \(z\) of any image,

\[
\frac{\partial\mathbf F}{\partial z}
=-\frac{\partial R}{\partial z}\,\mathbf g-R\,\frac{\partial\mathbf g}{\partial z}.
\]

At the saddle \(\mathbf g=0\), and the first term vanishes. If \(z\) belongs to a neighbour, the second term vanishes too, because \(\mathbf g\) is evaluated at the climbing image and does not depend on \(z\). What remains is

\[
\dot{\boldsymbol\delta}=-RH\,\boldsymbol\delta .
\]

To first order, the climbing image does not feel small movements of its neighbours. The Jacobian of the whole band is therefore block triangular, and its eigenvalues are those of \(-RH\) together with those of the remaining images with the climbing image held fixed. The remaining images must be stable on their own account. A tangent rule that jumps at the saddle is outside this argument.

Now let the tangent be the unstable mode, \(\boldsymbol\tau=\pm\mathbf v_1\). Since \(\mathbf v_1^TH=\lambda_1\mathbf v_1^T\),

\[
RH=H-2\mathbf v_1\mathbf v_1^{T}H
=\sum_i\lambda_i\mathbf v_i\mathbf v_i^T-2\lambda_1\mathbf v_1\mathbf v_1^T
=|\lambda_1|\mathbf v_1\mathbf v_1^T+\sum_{i\ge2}\lambda_i\mathbf v_i\mathbf v_i^T .
\]

The coefficient of \(\mathbf v_1\mathbf v_1^T\) has changed from \(\lambda_1\) to \(-\lambda_1=|\lambda_1|\), and the others are untouched. All eigenvalues of \(RH\) are positive, every displacement decays, and the saddle is locally attractive. Near it the image moves as if it were in a bowl with curvatures \(|\lambda_1|,\lambda_2,\dots,\lambda_n\). The true energy has not become a bowl, however: its rate of change is \(\dot V=\mathbf g\cdot\mathbf F=-|\mathbf g|^2+2(\mathbf g\cdot\boldsymbol\tau)^2\), which is positive when the gradient lies mainly along the tangent. An optimizer that insists on lowering \(V\) would reject the uphill steps by which the image climbs to the saddle. A flat barrier top, with small \(|\lambda_1|\), is approached slowly.

A computed tangent is not aligned perfectly, so the general eigenvalues \(\mu\) of \(RH\) are needed. Write \(c_i=\boldsymbol\tau\cdot\mathbf v_i\), with \(\sum_ic_i^2=1\). The matrix \(RH-\mu I\) is \(H-\mu I\) minus the rank-one matrix \(2\boldsymbol\tau\,\boldsymbol\tau^TH\). The determinant rule \(\det(A-\mathbf a\mathbf b^T)=\det A\,(1-\mathbf b^TA^{-1}\mathbf a)\) gives

\[
\det(RH-\mu I)=\prod_j(\lambda_j-\mu)\left[1-2\sum_i\frac{c_i^2\lambda_i}{\lambda_i-\mu}\right].
\]

Replacing the 1 by \(\sum_ic_i^2\) and combining the fractions turns the bracket into

\[
\sum_ic_i^2\,\frac{\lambda_i-\mu-2\lambda_i}{\lambda_i-\mu}
=-\sum_ic_i^2\,\frac{\lambda_i+\mu}{\lambda_i-\mu}.
\]

Away from the values \(\mu=\lambda_i\), an eigenvalue must make this sum vanish. Suppose that one had \(\operatorname{Re}\mu\le0\), which would spoil the attraction. For real \(\lambda\),

\[
|\lambda+\mu|^2-|\lambda-\mu|^2=4\lambda\operatorname{Re}\mu .
\]

For \(\lambda_1<0\) the right side is not negative, so the first fraction has modulus at least 1. For the positive \(\lambda_i\) it is not positive, so the other fractions have modulus at most 1. The triangle inequality then gives

\[
\left|\sum_ic_i^2\,\frac{\lambda_i+\mu}{\lambda_i-\mu}\right|
\ge c_1^2-(1-c_1^2)=2c_1^2-1 .
\]

If \(c_1^2>1/2\), the sum cannot vanish. The one excluded value in the region \(\operatorname{Re}\mu\le0\) is \(\mu=\lambda_1\). There, multiplying out the product before setting \(\mu=\lambda_1\) leaves the determinant equal to \(-2c_1^2\lambda_1\prod_{j\ge2}(\lambda_j-\lambda_1)\), which is not zero. Thus all eigenvalues have positive real part whenever the angle between \(\boldsymbol\tau\) and the line of \(\mathbf v_1\) is below 45°. This holds for any number of coordinates and any ratio of curvatures.

Two dimensions show that the angle cannot be enlarged in general. With \(\boldsymbol\tau=\cos\theta\,\mathbf v_1+\sin\theta\,\mathbf v_2\),

\[
\operatorname{tr}RH=\operatorname{tr}H-2\boldsymbol\tau^TH\boldsymbol\tau
=\lambda_1+\lambda_2-2(\lambda_1\cos^2\theta+\lambda_2\sin^2\theta)
=(\lambda_2-\lambda_1)\cos2\theta,
\]

\[
\det RH=\det R\,\det H=-\lambda_1\lambda_2=|\lambda_1|\lambda_2>0 .
\]

With \(T\) the trace and \(D\) the determinant, \(\mu=T/2\pm\sqrt{T^2/4-D}\). Because \(D>0\), both real parts have the sign of \(T\): the saddle attracts for \(\theta<45^\circ\) and repels for \(45^\circ<\theta\le90^\circ\). At 45° the eigenvalues are purely imaginary, and the linear theory does not decide. When \(T^2<4D\) the eigenvalues are complex and the image spirals. In more dimensions the same two-by-two block appears if \(\boldsymbol\tau\) lies in the plane of \(\mathbf v_1\) and one other mode, while the remaining modes keep their positive rates. For such tangents 45° is the true boundary. For tangents spread over several modes it is a sufficient condition, and some of them still attract beyond it.

Small misalignment costs little. Since \(D\) does not depend on \(\theta\), varying \(\mu^2-T\mu+D=0\) gives \((2\mu-T)\,d\mu=\mu\,dT\). To leading order \(dT=-2\theta^2(\lambda_2+|\lambda_1|)\), with \(\theta\) in radians. For the rate that starts at \(|\lambda_1|\), \(2\mu-T=|\lambda_1|-\lambda_2\), and for \(\lambda_2\ne|\lambda_1|\)

\[
d\mu=2\theta^2|\lambda_1|\,\frac{\lambda_2+|\lambda_1|}{\lambda_2-|\lambda_1|} .
\]

The change is of second order in the angle, provided \(\theta\) is well below the angle at which spiralling begins. Setting \(T^2=4D\) gives that angle as \(\sin2\theta=|\lambda_2-|\lambda_1||/(\lambda_2+|\lambda_1|)\), which is small when the two curvatures are nearly equal in magnitude. For \(\lambda_2=|\lambda_1|\) the rates are \(\mu=\lambda_2e^{\pm2i\theta}\): the real part still changes only at second order, but an imaginary part appears at first order.

The same determinant shows that minima and second-order saddles cannot attract the climbing image. At a minimum or a second-order saddle \(\det H>0\), so \(\det RH<0\). Complex eigenvalues of a real matrix come in conjugate pairs with positive product, so a negative determinant requires a negative real eigenvalue. Whatever the tangent, at least one mode of displacement from such a point grows, although others may decay. This does not guarantee that an image starting far away finds the intended saddle, since the whole argument is local.

A numerical search takes finite steps, \(\mathbf x\to\mathbf x+\alpha\mathbf F\). Each eigencomponent of the error is multiplied by \(1-\alpha\mu\), and

\[
|1-\alpha\mu|^2=1-2\alpha\operatorname{Re}\mu+\alpha^2|\mu|^2<1
\quad\Longleftrightarrow\quad
0<\alpha<\frac{2\operatorname{Re}\mu}{|\mu|^2}.
\]

This must hold for every \(\mu\). For an aligned tangent the limit is 2 divided by the largest \(|\lambda_i|\). Near 45° the real part can become small while \(|\mu|\) does not, and the permitted step shrinks.

For a worked case, take a model atom hopping between two unequal sites in a plane, along a curved valley:

\[
V=f(x)+\tfrac12k\,[y-h(x)]^2,\qquad u=x/a,
\]
\[
f=E_0(u^2-1)^2+G\left(u-\tfrac13u^3\right),\qquad h=b\,u(1-u^2).
\]

The round parameters are \(E_0=1.00\) eV, \(G=0.40\) eV, \(k=10.0\) eV/Å\(^2\), \(a=1.00\) Å and \(b=0.50\) Å; they represent no particular material. The condition \(\partial V/\partial y=k(y-h)=0\) puts a stationary point on \(y=h\), and \(\partial V/\partial x\) then reduces to

\[
f'(x)=\frac{(1-u^2)(G-4E_0u)}{a}=0 .
\]

The roots \(u=\pm1\) are the two sites, both minima. The third is the saddle, \(u_0=G/(4E_0)=0.10\), at \(x=0.100\) Å and \(y=0.50\times0.10\times0.99=0.0495\) Å. There \(f''=-4E_0(1-u_0^2)/a^2=-3.96\) eV/Å\(^2\) and \(h'=(b/a)(1-3u_0^2)=0.485\). In eV/Å\(^2\), the Hessian is

\[
H=\begin{pmatrix}f''+kh'^2&-kh'\\-kh'&k\end{pmatrix}
=\begin{pmatrix}-1.608&-4.850\\-4.850&10.000\end{pmatrix}.
\]

Its eigenvalues are \(\lambda_1=-3.367\) and \(\lambda_2=11.760\) eV/Å\(^2\), and \(\mathbf v_1=(0.940,\,0.341)\). The barrier is \(f(u_0)-f(-1)=1.0200+0.2667=1.287\) eV (124.1 kJ/mol) from the left site and 0.753 eV (72.7 kJ/mol) from the right.

A tiny displacement along \(\mathbf v_1\), followed for 0.50 Å\(^2\)/eV, should grow under the physical force by \(e^{3.3674\times0.50}=5.39\). Integration of the full nonlinear force gives the same factor. With the tangential force reversed the factor is 0.186, the reciprocal. The unstable direction now contracts at the rate at which it used to expand.

Next the tangent is held fixed at 40° from \(\mathbf v_1\). Half the trace is \(\tfrac12(11.760+3.367)\cos80^\circ=1.313\), the determinant is \(3.367\times11.760=39.60\), and

\[
\mu=1.313\pm i\sqrt{39.60-1.313^2}=1.313\pm6.154\,i\ \text{eV/Å}^2 .
\]

One turn takes \(2\pi/6.154=1.021\) Å\(^2\)/eV, and the distance from the saddle should shrink by \(e^{-1.313\times1.021}=0.262\). The integrated motion gives the same factor. At 50° the real part changes sign, and the distance grows by 3.82 per turn. Spiralling sets in at 16.85° in this model. The largest stable step falls from \(2/11.760=0.170\) Å\(^2\)/eV for an aligned tangent to \(2\times1.313/39.60=0.066\) Å\(^2\)/eV at 40°.

Finally, a band of five movable images joins the two fixed minima. The tangent at each image is the normalized chord between its neighbours. Images that do not climb feel the normal physical force and, along the tangent, a spring force proportional to the difference between the distances to the two neighbours. Without climbing, the highest image stops at \(x=-0.004\) Å, \(y=0.010\) Å and gives a barrier of 1.266 eV, which is 0.021 eV below the saddle value. In a rate proportional to \(e^{-E/k_BT}\) with fixed prefactor, this error would multiply the result by \(e^{0.021\,\mathrm{eV}/k_BT}\). Once that image climbs, it settles on the saddle and gives 1.287 eV.

The chord at the saddle makes an angle of 1.13°, or 0.0197 rad, with \(\mathbf v_1\). The leading-order formula predicts that the slower rate rises by

\[
2(0.0197)^2\times3.367\times\frac{15.127}{8.392}=0.0047\ \text{eV/Å}^2 .
\]

The computed rate is 3.3722 against 3.3674 eV/Å\(^2\) for perfect alignment, a rise of 0.0047 when the unrounded rates are subtracted, as predicted. With the spring constant used here, 5.0 eV/Å\(^2\), it is also the slowest rate of the whole band; with springs of 2.0 eV/Å\(^2\) the other images would be slower. The derivatives of the climbing force with respect to the neighbours' positions are only about \(10^{-9}\) eV/Å\(^2\) at the converged image, a remnant of the tiny gradient left when the relaxation stops. With the climbing image shifted by 0.05 Å in \(x\), the largest of them is 0.55 eV/Å\(^2\). The separation from the neighbours is thus a property of the saddle itself, where the gradient vanishes.

The 45° condition was also tested on 2000 random saddles with two to six modes, and all were attractive. Of 2000 random three-mode saddles with tangents beyond 45°, 134 still attracted. That count depends on how the cases were drawn and is not a general probability, but it shows that the condition, proved above to be sufficient, is not necessary when more than two modes take part. The numerical output below lists these values.

## Computed results

```
Model: E0 = 1.00 eV, G = 0.40 eV, k = 10.0 eV/A^2
Model: a = 1.00 A, b = 0.50 A
Saddle position x, y = 0.1000, 0.0495 A
Hessian xx, xy, yy = -1.6078, -4.8500, 10.0000 eV/A^2
Hessian eigenvalues = -3.3674, 11.7597 eV/A^2
Unstable mode v1 = (0.9400, 0.3411)
Angle of v1 to x axis = 19.94 deg
Forward barrier = 1.2866 eV = 124.14 kJ/mol
Reverse barrier = 0.7533 eV = 72.68 kJ/mol
Run time for aligned test = 0.50 A^2/eV
v1 displacement factor, true force = 5.3855
v1 displacement factor, reversed force = 0.1857
v2 displacement factor, reversed force = 0.0028
Tangent 40 deg off v1: mu = 1.3134 +- 6.1543 i eV/A^2
  distance factor per turn: measured 0.2616, predicted 0.2616
Tangent 50 deg off v1: mu = -1.3134 +- 6.1543 i eV/A^2
  distance factor per turn: measured 3.8225, predicted 3.8225
Spiralling starts at misalignment = 16.85 deg
Step limit at 0 deg = 0.1701 A^2/eV
Step limit at 40 deg = 0.0663 A^2/eV
Band: 5 movable images, spring = 5.0 eV/A^2
Plain band top image x, y = -0.0037, 0.0103 A
Plain band barrier estimate = 1.2659 eV
Climbing image x, y = 0.1000, 0.0495 A
Climbing image barrier = 1.2866 eV
Chord tangent to v1 angle at saddle = 1.13 deg
Relaxation steps: plain 566, climbing 292
Climbing-image decay rates = 3.3722, 11.7432 eV/A^2
Largest imaginary part of these = 0.0000 eV/A^2
Slowest decay rate of whole band = 3.3722 eV/A^2
Largest neighbour coupling at saddle = 1.3e-09 eV/A^2
Same, image shifted 0.05 A in x = 0.5523 eV/A^2
Random saddles tested below 45 deg, all attractive: 2000
Three-mode saddles beyond 45 deg still attractive: 134 of 2000
```
